\section*{Sensitivity factor of a depth profile from an implant of known dose}

\section*{Problem}

A silicon wafer has been implanted with boron to a dose $D=1\times10^{15}\ \mathrm{cm^{-2}}$. An ion beam erodes a crater in it, and a mass spectrometer counts the secondary ions that leave the surface. The measurement runs in $N=200$ equal cycles and ends at a depth $L=500\ \mathrm{nm}$. In each cycle $k$ the instrument records an impurity signal $I_{\mathrm{imp},k}$ and a matrix signal $I_{\mathrm{mat},k}$, counted for equal times. The ratios
\begin{equation}
r_k=\frac{I_{\mathrm{imp},k}}{I_{\mathrm{mat},k}}
\end{equation}
add up over the 200 cycles to $S=\sum_k r_k=0.400$.

The sensitivity factor $F$ turns a signal ratio into a concentration, $C_k=F\,r_k$.

\begin{enumerate}
\item Show under which conditions one constant $F$ serves for all depths.
\item Find $F$ in $\mathrm{cm^{-3}}$.
\item The largest single ratio is $7.99\times10^{-3}$. What is the peak boron concentration?
\item The dose and the crater depth are each known to 2\,\%, and the matrix signal is $1\times10^{5}$ counts per cycle. How well is $F$ known?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Count atoms. How many boron atoms, and how many silicon atoms, lie in the thin slice removed while one mass is being counted? What cancels in the ratio?
\item A dose is a number of atoms per unit area. How does it follow from a concentration that varies with depth?
\item Each ratio stands for one slice of the crater. Which thickness belongs to it, $L$ or $L/N$?
\item Work in centimetres: $1\ \mathrm{nm}=10^{-7}\ \mathrm{cm}$.
\item For the last question, take the logarithm of the formula for $F$ before looking at small changes.
\end{enumerate}

\section*{Solution}

\subsection*{1. Why one constant is enough}

Let $A$ be the crater area from which ions are accepted and $\delta$ the thickness eroded while one mass is counted. Because the counting times are equal and the erosion is steady, $\delta$ is the same for both masses. The slice holds $A\delta C$ boron atoms and $A\delta n_{\mathrm{Si}}$ silicon atoms, where $n_{\mathrm{Si}}$ is the atomic density of silicon. The second count neglects the silicon displaced by boron, which is allowed when $C\ll n_{\mathrm{Si}}$.

Only a small part of the removed atoms is ionized, transmitted and detected. Let $y_{\mathrm{imp}}$ be the number of detected ions per removed boron atom, and $y_{\mathrm{mat}}$ the same for silicon. If a single silicon isotope is counted, its abundance is part of $y_{\mathrm{mat}}$. Then
\begin{align}
I_{\mathrm{imp}}&=y_{\mathrm{imp}}\,A\,\delta\,C, &
I_{\mathrm{mat}}&=y_{\mathrm{mat}}\,A\,\delta\,n_{\mathrm{Si}} .
\end{align}
In the ratio, $A$ and $\delta$ cancel:
\begin{equation}
r=\frac{y_{\mathrm{imp}}\,C}{y_{\mathrm{mat}}\,n_{\mathrm{Si}}}
\quad\Longrightarrow\quad
C=F\,r,\qquad F=n_{\mathrm{Si}}\,\frac{y_{\mathrm{mat}}}{y_{\mathrm{imp}}} .
\label{eq:micro}
\end{equation}
So $F$ is independent of depth if the matrix is uniform, the impurity is dilute and the ratio of yields stays constant. It belongs to this impurity in this matrix, to the two ions detected and to the instrument settings. Any background must have been subtracted from the signals.

The yields are hard to calculate. The implant removes the need to know them, because its dose fixes the scale.

\subsection*{2. The dose fixes the factor}

The dose is the area under the concentration profile. If the whole implant lies within the profiled depth,
\begin{equation}
D=\int_0^L C(z)\,dz .
\end{equation}
Each cycle removes a slice of thickness $\Delta z=L/N$. If the profile changes little across one slice, the integral becomes a sum, and $F$, being constant, comes out of it:
\begin{equation}
D\approx\sum_{k=1}^{N}C_k\,\Delta z=\sum_{k=1}^{N}F\,r_k\,\Delta z=F\,\Delta z\,S .
\end{equation}
Dividing by $\Delta z\,S$ gives
\begin{equation}
F=\frac{D}{\Delta z\,S}=\frac{D\,N}{L\,S}.
\label{eq:F}
\end{equation}
The shape of the profile has dropped out. The unit is right as well: $S$ is a pure number, and $\mathrm{cm^{-2}}/\mathrm{cm}=\mathrm{cm^{-3}}$.

With the numbers of the problem,
\begin{align}
\Delta z&=\frac{500\ \mathrm{nm}}{200}=2.5\ \mathrm{nm}=2.5\times10^{-7}\ \mathrm{cm},\\
\Delta z\,S&=2.5\times10^{-7}\ \mathrm{cm}\times0.400=1.0\times10^{-7}\ \mathrm{cm},\\
F&=\frac{1\times10^{15}\ \mathrm{cm^{-2}}}{1.0\times10^{-7}\ \mathrm{cm}}
=1.0\times10^{22}\ \mathrm{cm^{-3}}=1.0\times10^{28}\ \mathrm{m^{-3}} .
\end{align}

Putting the full depth $L$ in place of $\Delta z$ would give $5\times10^{19}\ \mathrm{cm^{-3}}$, too small by the number of cycles, 200. The full depth belongs with the mean ratio $S/N=0.0020$, since $\Delta z\,S=L\,(S/N)$. One must therefore know whether a reported ratio is a sum or a mean.

Equation~(\ref{eq:micro}) gives the result a microscopic reading. With $n_{\mathrm{Si}}=4.99\times10^{22}\ \mathrm{cm^{-3}}$,
\begin{equation}
\frac{y_{\mathrm{imp}}}{y_{\mathrm{mat}}}=\frac{n_{\mathrm{Si}}}{F}=4.99 .
\end{equation}
A removed boron atom is about five times as likely to be counted as a removed silicon atom. For a given matrix signal, a smaller $F$ means a larger impurity signal at the same concentration.

\paragraph{A test of the formula.} Equation~(\ref{eq:F}) was tested on simulated craters in which the yields, and hence the true $F$, were known. Boron was counted during the first 40\,\% of each cycle and silicon between 50\,\% and 90\,\%. Three profiles were used: a Gaussian with mean depth 150 nm and standard deviation 50 nm; a skewed one proportional to $z^2e^{-z/(40\,\mathrm{nm})}$; and a double peak, made of Gaussians at 120 and 300 nm with standard deviations 25 and 40 nm and heights $1:0.5$. Each was combined with the yield pairs $(y_{\mathrm{imp}},y_{\mathrm{mat}})=(10^{-3},3\times10^{-4})$, $(2\times10^{-5},7\times10^{-4})$ and $(4\times10^{-4},4\times10^{-4})$. The yields cancel from the relative error, which depends on the shape alone. It was largest for the Gaussian, 0.007\,\% of the true value. It arises because the boron window is centred at 20\,\% of the cycle and not at its middle, which raises the sum by the fraction $0.3\,\Delta z\,[C(0)-C(L)]/D$.

\paragraph{When the sum fails.} With 4 cycles instead of 200, and the same Gaussian and counting windows, $F$ comes out 6.2\,\% too low. Each cycle is now 125 nm thick, and boron is counted in its first 50 nm. The second window runs from 125 to 175 nm and is centred on the peak, so that cycle is credited with too much boron. The excess is 28.9\,\% of the dose. The third window, from 250 to 300 nm, covers the part of its cycle richest in boron and adds an excess of 3.1\,\%. The first window, from 0 to 50 nm, sees too little, but its deficit of 25.4\,\% does not make up for the two excesses. The sum is too large and $F$ too small. Cycles that are thin compared with the width of the profile avoid this error; in the problem, 2.5 nm stands against a standard deviation of 50 nm.

\subsection*{3. The peak concentration}

Once $F$ is known, every cycle gives a concentration by one multiplication:
\begin{equation}
C_{\mathrm{peak}}=F\,r_{\max}
=1.0\times10^{22}\ \mathrm{cm^{-3}}\times7.99\times10^{-3}
=8.0\times10^{19}\ \mathrm{cm^{-3}} .
\end{equation}
The quoted $r_{\max}$ belongs to the Gaussian profile with mean depth 150 nm and standard deviation $\sigma=50$ nm. The area of a Gaussian is $\sqrt{2\pi}\,\sigma\,C_{\mathrm{peak}}$, so the dose and the width together give $C_{\mathrm{peak}}=D/(\sqrt{2\pi}\,\sigma)=8.0\times10^{19}\ \mathrm{cm^{-3}}$, in agreement.

This reading assumes that the beam does not smear the profile. Mixing by the beam keeps the area, and hence $F$, but lowers the peak. For this Gaussian, an exponential smearing with a decay length of 5 nm lowers it by 0.5\,\%, and one of 15 nm by 4\,\%.

The peak is 0.16\,\% of the silicon density, so the implant is dilute. The effect of the displaced silicon can be estimated. If each boron atom replaces one silicon atom, the matrix signal is proportional to $n_{\mathrm{Si}}-C$, and
\begin{equation}
r=\frac{C}{F}\,\frac{n_{\mathrm{Si}}}{n_{\mathrm{Si}}-C}
\approx\frac{C}{F}\left(1+\frac{C}{n_{\mathrm{Si}}}\right).
\end{equation}
Summing over the cycles raises $S$ by the fraction
\begin{equation}
\frac{\int C^2dz}{n_{\mathrm{Si}}\int C\,dz}
=\frac{\sqrt{\pi}\,\sigma\,C_{\mathrm{peak}}^2}{n_{\mathrm{Si}}\sqrt{2\pi}\,\sigma\,C_{\mathrm{peak}}}
=\frac{C_{\mathrm{peak}}}{\sqrt2\,n_{\mathrm{Si}}}
=\frac{0.160\,\%}{\sqrt2}=0.113\,\% ,
\end{equation}
and $F$ is found too low by the same fraction. The simulated crater gives the same 0.113\,\%. The error grows in proportion to the peak concentration, so at fixed width it grows with the dose.

\subsection*{4. How well the factor is known}

The logarithm of equation~(\ref{eq:F}) is
\begin{equation}
\ln F=\ln D+\ln N-\ln L-\ln S .
\end{equation}
The number of cycles has no error. For small changes,
\begin{equation}
\frac{dF}{F}=\frac{dD}{D}-\frac{dL}{L}-\frac{dS}{S}.
\end{equation}
If the three errors are independent, the cross terms vanish on averaging the square. With $u$ for relative standard uncertainties,
\begin{equation}
u_F^2=u_D^2+u_L^2+u_S^2 .
\end{equation}

The term $u_S$ comes from counting. Let $M$ be the matrix counts in a cycle; the impurity counts are then $r_kM$. A count that follows Poisson statistics has a variance equal to its mean, so its squared relative uncertainty is one over the mean. For the ratio the two contributions add:
\begin{equation}
\mathrm{var}(r_k)\approx r_k^2\left(\frac{1}{r_kM}+\frac1M\right)=\frac{r_k+r_k^2}{M}.
\end{equation}
Different cycles are independent, so their variances add:
\begin{equation}
u_S^2=\frac{\sum_k \mathrm{var}(r_k)}{S^2}=\frac{1}{SM}+\frac{\sum_k r_k^2}{S^2M}.
\end{equation}
Since $\sum_k r_k^2\le r_{\max}S$, the second term is at most $r_{\max}$ times the first, which is below 1\,\% of it. The first term is one over the total number of impurity counts, $SM=0.400\times10^5=4.0\times10^4$. Hence
\begin{equation}
u_S\approx\frac{1}{\sqrt{4.0\times10^4}}=0.50\,\% ,
\end{equation}
\begin{equation}
u_F=\sqrt{(2.00\,\%)^2+(2.00\,\%)^2+(0.50\,\%)^2}=2.87\,\% .
\end{equation}
The result is $F=(1.00\pm0.03)\times10^{22}\ \mathrm{cm^{-3}}$, one standard deviation. A set of 5000 simulated repeats, with Poisson counts and normally distributed errors of dose and depth, scattered by 2.92\,\%. A spread found from 5000 repeats is itself uncertain by about 1\,\% of its value, so the two figures differ by less than two such uncertainties and are consistent.

Longer counting would hardly help. With $u_S=0$ the uncertainty would still be $\sqrt2\times2\,\%=2.8\,\%$. The crater depth and the dose are the quantities to improve.

\subsection*{The model beside a real profile}

The Gaussian used here is a rough picture of boron implanted at some tens of keV. In crystalline silicon some of the ions travel along open channels and form a deeper tail, which the Gaussian leaves out. If a fraction $f$ of the dose lies beyond the end of the profile, $S$ is too small by the factor $1-f$ and $F$ too large by $1/(1-f)$. The same holds for ions that were delivered but not retained. As a measure of size, the full Gaussian has 0.13\,\% of its area outside the record, nearly all of it above the surface, and this would raise $F$ by 0.13\,\%. The value of $F$ itself is set by the round numbers of the problem and is not a measured property of boron. Counting a rarer silicon isotope lowers $y_{\mathrm{mat}}$, and with it $F$, in proportion to the abundance.

Real profiles depart from constant yields and steady erosion most clearly near the surface, where the beam has not yet changed the composition of the surface layer to its steady state. Suppose that the first two cycles erode 1.5 times faster than the rest, at the same final depth. The crater then consists of $198+2\times1.5=201$ steady slices. Nearly all the boron is met in slices of thickness $L/201$, while the formula assumes $L/200$. This makes $F$ too low by about 0.5\,\%; the simulated crater gives 0.48\,\%. Even a doubling of $y_{\mathrm{imp}}/y_{\mathrm{mat}}$ during the first two cycles would change $F$ by less than 0.1\,\%, because these cycles, which here remove about 7.5 nm, hold less than 0.1\,\% of the boron. This bound belongs to the symmetric Gaussian. A profile with the same mean and width that leans towards the surface, as implanted boron tends to, holds more boron there: with a skewness of $-0.8$ these cycles contain 0.24\,\% of it, and the doubling shifts $F$ by about 0.16\,\%. For an implant only a few nanometres deep, neither estimate would apply.

The detector adds a small error too. If it is blind for 20 ns after each count, then at $10^5$ counts per second it misses a fraction $10^5\ \mathrm{s^{-1}}\times20\times10^{-9}\ \mathrm{s}=0.2\,\%$ of the matrix ions. The much weaker boron signal is hardly affected. The ratios rise and $F$ falls by 0.2\,\% if no correction is made. At a tenfold matrix rate the loss would be about 2\,\%, as large as the assumed errors of dose and depth.

\section*{Variation 1: a drifting instrument}

\textit{During the profile a drift multiplies both signals by the same factor, which falls steadily from 1.05 to 0.95. Should one sum the ratios, or divide the total impurity signal by the mean matrix signal?}

Write the drift as a factor $g_k$ with mean 1, falling linearly from $1+a$ to $1-a$, with $a=0.05$. The second choice is the sum
\begin{equation}
S'=\frac{\sum_k I_{\mathrm{imp},k}}{\overline{I_{\mathrm{mat}}}}=\sum_k g_k r_k ,
\end{equation}
because $I_{\mathrm{mat},k}=g_k\,\overline{I_{\mathrm{mat}}}$ and $I_{\mathrm{imp},k}=r_kI_{\mathrm{mat},k}$. Without drift, $S'=S$. With drift, the answer depends on the cause.

\paragraph{The beam current drifts.} The erosion drifts with the signals, and slice $k$ has thickness $g_k\Delta z$. The dose is
\begin{equation}
D=\sum_k F r_k\,g_k\Delta z=F\,\Delta z\,S' ,
\end{equation}
so $S'$ is the right sum. Using $S$ instead gives
\begin{equation}
\frac{F_{\mathrm{found}}}{F}=\frac{D}{F\,\Delta z\,S}=\frac{\sum_k g_kr_k}{\sum_k r_k},
\end{equation}
the average of $g$ over the implant. To first order in $a$, $g=1+a(1-2z/L)$ at depth $z$. With the mean depth $\bar z=150\ \mathrm{nm}$,
\begin{equation}
\frac{F_{\mathrm{found}}}{F}-1\approx a\left(1-\frac{2\bar z}{L}\right)=0.05\times(1-0.6)=+2.0\,\% .
\end{equation}
The simulated crater gives $+2.09\,\%$. The small excess is of second order in $a$: the early cycles are thicker, so the implant is reached in earlier cycles than the first-order rule assumes, where $g$ is larger. With $S'$ the simulated error is 0.01\,\%. An implant centred at half the profiled depth would have no first-order error.

\paragraph{The transmission of the spectrometer drifts.} Now the erosion is steady, and a common factor on both signals cancels in each $r_k$. The sum of ratios $S$ is right. The other choice is too large by the same average of $g$, about 1.02, so $F$ comes out as $1/1.02$ of its true value, which is 2.0\,\% too low. The simulation gives $-1.96\,\%$.

The signals alone do not tell the two cases apart, since in either case the same factor $g_k$ acts on both. A separate record of the beam current does.

\section*{Variation 2: a background left in the signal}

\textit{A constant background, equivalent to a boron concentration $B=1\times10^{17}\ \mathrm{cm^{-3}}$, was not subtracted. How wrong is $F$, and what would happen at a dose of $1\times10^{13}\ \mathrm{cm^{-2}}$?}

The background adds $B/F$ to each ratio. The measured sum is
\begin{equation}
S_{\mathrm{meas}}=\frac{D}{F\,\Delta z}+\frac{NB}{F}=\frac{D+BL}{F\,\Delta z},
\end{equation}
where $N\Delta z=L$ was used. Equation~(\ref{eq:F}) then returns
\begin{equation}
F_{\mathrm{found}}=\frac{D}{\Delta z\,S_{\mathrm{meas}}}=\frac{F}{1+BL/D}.
\end{equation}
The background acts as an extra dose
\begin{equation}
BL=1\times10^{17}\ \mathrm{cm^{-3}}\times5\times10^{-5}\ \mathrm{cm}=5\times10^{12}\ \mathrm{cm^{-2}} .
\end{equation}
For the implant of the problem $BL/D=0.005$, and $F$ is 0.5\,\% too low. At $D=1\times10^{13}\ \mathrm{cm^{-2}}$, with $B$ and $L$ unchanged, $BL/D=0.5$ and $F_{\mathrm{found}}=F/1.5$, which is 33\,\% too low.

The background is 800 times smaller than the peak of the original implant, yet its share of the sum is larger than that ratio suggests, because it is collected over the whole 500 nm. Ending the sum soon after the implant has faded reduces $BL$, but cutting into the implant loses dose and shifts $F$ the other way. If the level is constant and the implant has faded well below it before the end, it can be read from the flat end of the profile and subtracted from every cycle before summing. A tail spoils this. The skewed profile used above still holds $7\times10^{16}\ \mathrm{cm^{-3}}$ of boron at 500 nm; its last 20 cycles would suggest a background of $2.3\times10^{17}\ \mathrm{cm^{-3}}$, and subtracting that makes $F$ 0.6\,\% too high.

The main computed values quoted on this sheet are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
GIVEN AND RESULT
implant dose: 1.000e+15 cm^-2
profiled depth: 500.0 nm
number of cycles: 200
summed signal ratio: 0.400
depth per cycle: 2.500 nm
depth per cycle: 2.500e-07 cm
depth per cycle times sum: 1.000e-07 cm
sensitivity factor: 1.0000e+22 cm^-3
sensitivity factor: 1.0000e+28 m^-3
wrong factor if full depth is used: 5.000e+19 cm^-3
BORON IN SILICON, ROUGH GAUSSIAN PROFILE
mean depth: 150.0 nm
standard deviation: 50.0 nm
silicon atomic density: 4.9940e+22 cm^-3
boron-to-silicon detected yield ratio: 4.994
simulated summed ratio: 0.40003
total impurity / total matrix signal: 0.00200
largest cycle ratio: 7.9891e-03
peak boron concentration: 7.989e+19 cm^-3
peak boron / silicon density: 0.160 %
worst recovery error, 9 cases: 0.0066 %
RELATIVE ERROR OF THE FACTOR
only 4 cycles: -6.170 %
drift, first to last cycle: 1.05 to 0.95
beam drift, sum of ratios: +2.089 %
beam drift, first-order rule: +2.000 %
beam drift, total over mean matrix: +0.008 %
transmission drift, sum of ratios: -0.007 %
transmission drift, total over mean matrix: -1.958 %
dose outside the record: +0.129 %
silicon displaced by boron: -0.113 %
assumed background: 1.0e+17 cm^-3
background dose over full depth: 5.00e+12 cm^-2
background not subtracted: -0.504 %
first 2 cycles eroding 1.5 times faster: -0.476 %
matrix counts per 1 s window: 1.0e+05
detector dead time: 20.0 ns
dead time not corrected: -0.205 %
RANDOM UNCERTAINTY (ONE STANDARD DEVIATION)
total impurity counts: 40003
assumed dose uncertainty: 2.00 %
assumed depth uncertainty: 2.00 %
summed ratio, formula: 0.501 %
summed ratio, simulated: 0.504 %
factor, formula: 2.87 %
factor, simulated: 2.92 %
factor uncertainty: 2.87e+20 cm^-3
\end{verbatim}
